**Löwdin partitioning tested on a random matrix and on stretched H₂**

The program tests that $H_{\rm eff}(E)=H_{PP}+H_{PQ}(E-H_{QQ})^{-1}H_{QP}$ has $E$ as an eigenvalue when $E$ is a level of $H$ outside the spectrum of $H_{QQ}$, and that its ordered eigenvalues decrease between poles. Here $P$ is the retained space, $Q$ the eliminated one, and $w_P$ the weight of an eigenvector in $P$. For a random complex Hermitian matrix with three $P$ states, it asserts the eigenvalue condition, the level-counting rule, and the decrease of every branch on a grid in each interval. For H₂ at 1.5 angstrom in the 6-31G basis, it asserts that the crossings found by root search agree with direct diagonalization and that the rebuilt vectors are eigenvectors of the full matrix. It also asserts the relation between slope and $w_P$, the behaviour of the branches at the poles, and the alternating convergence of the ground-state iteration. The output shows six levels obtained from a 2 × 2 matrix, with a largest root error of 5.7e-14 eV relative to diagonalization. Ten further levels have no component in $P$ and are missed, the lowest of them at −26.066 eV.

## Numerical check

```python
"""Loewdin partitioning of a Hermitian matrix H with projectors P + Q = 1.
Result under test: Heff(E) = H_PP + H_PQ (E - H_QQ)^-1 H_QP has E as an
eigenvalue exactly when E is an eigenvalue of H (E outside the spectrum of
H_QQ), and its ordered eigenvalues (branches) decrease between poles.
Symbols: poles = eigenvalues b of H_QQ, g = H_PQ u_b = coupling vectors,
strength = |g|^2, slope = d(branch)/dE, wP = weight of an eigenvector in P.
Example: H2, 6-31G, P = the two determinants sigma_g^2 and sigma_u^2.
All energies in the program are in eV unless a name says hartree.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from pyscf import gto, scf, ao2mo, fci

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10


class Partition:
    """Blocks of H and the effective Hamiltonian in the space P."""

    def __init__(self, matrix, p_indices):
        p = list(p_indices)
        q = [i for i in range(len(matrix)) if i not in p]
        self.pp = matrix[np.ix_(p, p)]
        self.qp = matrix[np.ix_(q, p)]
        self.qq = matrix[np.ix_(q, q)]
        self.poles, vectors = np.linalg.eigh(self.qq)
        self.g = self.qp.conj().T @ vectors
        self.strength = np.sum(abs(self.g) ** 2, axis=0)

    def heff(self, energy):
        return self.pp + (self.g / (energy - self.poles)) @ self.g.conj().T

    def heff_by_solve(self, energy):
        resolvent_part = np.linalg.solve(
            energy * np.eye(len(self.qq)) - self.qq, self.qp)
        return self.pp + self.qp.conj().T @ resolvent_part

    def branches(self, energy):
        return np.linalg.eigvalsh(self.heff(energy))


def check_counting(part, spectrum, energies):
    """Number of levels of H below E from the two smaller matrices."""
    for energy in energies:
        direct = np.sum(spectrum < energy)
        from_blocks = (np.sum(part.branches(energy) < energy)
                       + np.sum(part.poles < energy))
        assert direct == from_blocks


def check_decrease(part, edges, margin):
    """Every ordered branch must fall strictly inside every interval."""
    for left, right in zip(edges[:-1], edges[1:]):
        grid = np.linspace(left + margin, right - margin, 300)
        values = np.array([part.branches(x) for x in grid])
        assert np.all(np.diff(values, axis=0) < 0)


# ---- General test: random complex Hermitian matrix, three P states ----
rng = np.random.default_rng(7)
a = rng.normal(size=(9, 9)) + 1j * rng.normal(size=(9, 9))
random_h = (a + a.conj().T) / 2
random_part = Partition(random_h, [0, 1, 2])
random_levels = np.linalg.eigvalsh(random_h)
for level in random_levels:
    own = np.linalg.eigvalsh(random_part.heff_by_solve(level))
    assert np.min(abs(own - level)) < 1e-7
check_counting(random_part, random_levels, rng.uniform(-8, 8, 60))
random_edges = np.concatenate(([-30.0], random_part.poles, [30.0]))
check_decrease(random_part, random_edges, 1e-5)

# ---- H2 full configuration interaction matrix ----
distance = 1.5
mol = gto.M(atom=[["H", (0, 0, 0)],
                  ["H", (0, 0, distance / BOHR_ANGSTROM)]],
            basis="6-31g", unit="Bohr", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
orbitals = mf.mo_coeff
n_orb = orbitals.shape[1]
overlap = mol.intor("int1e_ovlp")
swapped = orbitals[[2, 3, 0, 1], :]          # exchange of the two atoms
parity = np.diag(orbitals.T @ overlap @ swapped)
assert abs(parity[0] - 1) < 1e-6 and abs(parity[1] + 1) < 1e-6

h_one = orbitals.T @ mf.get_hcore() @ orbitals
eri = ao2mo.restore(1, ao2mo.kernel(mol, orbitals), n_orb)
unit = np.eye(n_orb)
n_det = n_orb ** 2
# Determinant (i, j): spin-up electron in orbital i, spin-down in orbital j.
h_hartree = (np.kron(h_one, unit) + np.kron(unit, h_one)
             + eri.transpose(0, 2, 1, 3).reshape(n_det, n_det)
             + mol.energy_nuc() * np.eye(n_det))
reference_ground = fci.direct_spin1.kernel(
    h_one, eri, n_orb, (1, 1), ecore=mol.energy_nuc())[0]
H = h_hartree * HARTREE_EV
levels, states = np.linalg.eigh(H)
assert abs(levels[0] - reference_ground * HARTREE_EV) < 1e-6

p_indices = [0, n_orb + 1]
part = Partition(H, p_indices)
p_weights = np.sum(states[p_indices, :] ** 2, axis=0)
coupled = part.strength > 1e-8
poles = part.poles[coupled]
strengths = part.strength[coupled]
assert len(poles) == 4
smallest_singular = np.linalg.svd(part.qp, compute_uv=False)[-1]
assert smallest_singular > 1e-3              # H_QP is injective on P

# Levels of H without P component are the uncoupled levels of H_QQ.
seen = p_weights > 1e-8
missed_levels = levels[~seen]
assert len(missed_levels) == np.sum(~coupled)
assert np.allclose(missed_levels, part.poles[~coupled], atol=1e-8, rtol=0)

# ---- Crossings of the branches with the line y = E ----
bound = np.linalg.norm(H) + 1.0
edges = np.concatenate(([-bound], poles, [bound]))
margin = 1e-6
check_decrease(part, edges, margin)
check_counting(part, levels, rng.uniform(levels[0] - 5, levels[-1] + 5, 80))
roots = []
for interval in range(len(edges) - 1):
    lo, hi = edges[interval] + margin, edges[interval + 1] - margin
    for k in range(2):
        def gap(x, k=k):
            return part.branches(x)[k] - x
        if gap(lo) > 0 > gap(hi):
            roots.append((brentq(gap, lo, hi, xtol=1e-12), interval, k))
roots.sort()
root_energies = np.array([r[0] for r in roots])
assert len(roots) == np.sum(seen)
max_error = np.max(abs(root_energies - levels[seen]))
assert max_error < 1e-8

# ---- Rebuilt eigenvectors, and P weight from the slope of the branch ----
slopes, weights_from_slope = [], []
for (energy, interval, k), true_weight in zip(roots, p_weights[seen]):
    c = np.linalg.eigh(part.heff(energy))[1][:, k]
    q = np.linalg.solve(energy * np.eye(len(part.qq)) - part.qq, part.qp @ c)
    full = np.zeros(n_det)
    full[p_indices] = c
    full[[i for i in range(n_det) if i not in p_indices]] = q
    full /= np.linalg.norm(full)
    assert np.linalg.norm(H @ full - energy * full) < 1e-7
    step = 1e-4 * np.min(abs(energy - poles))
    slope = (part.branches(energy + step)[k]
             - part.branches(energy - step)[k]) / (2 * step)
    slopes.append(slope)
    weights_from_slope.append(1 / (1 - slope))
    assert abs(weights_from_slope[-1] - true_weight) < 1e-5

# ---- Behaviour at the poles: one branch diverges, the other continues ----
tiny = 1e-7
for pole in poles:
    before, after = part.branches(pole - tiny), part.branches(pole + tiny)
    assert before[0] < -1e3 and after[1] > 1e3
    assert abs(before[1] - after[0]) < 1e-3

# ---- Fixed-point iteration for the ground state ----
pp_levels = np.linalg.eigvalsh(part.pp)
assert pp_levels[0] < poles[0]
iterates = [pp_levels[0]]
for _ in range(40):
    iterates.append(part.branches(iterates[-1])[0])
errors = np.array(iterates) - levels[0]
assert abs(errors[-1]) < 1e-9
assert errors[0] > 0 and np.all(errors[:3] * errors[1:4] < 0)
error_ratio = errors[3] / errors[2]
assert abs(error_ratio / slopes[0] - 1) < 0.01

ground = root_energies[0]
heff_ground = part.heff(ground)
second_at_ground = part.branches(ground)[1]
nearest_level = levels[np.argmin(abs(levels - second_at_ground))]
assert abs(second_at_ground - nearest_level) > 1e-3

# ---- Output ----
print(f"H-H distance: {distance:.2f} angstrom")
print(f"determinants: {n_det}, in P: 2, in Q: {len(part.qq)}")
print(f"Hartree-Fock energy: {mf.e_tot * HARTREE_EV:.5f} eV")
print(f"H_PP gg, uu: {part.pp[0, 0]:.5f}, {part.pp[1, 1]:.5f} eV")
print(f"H_PP gu: {part.pp[0, 1]:.5f} eV")
print(f"H_PP eigenvalues: {pp_levels[0]:.5f}, {pp_levels[1]:.5f} eV")
print(f"smallest singular value of H_QP: {smallest_singular:.4f} eV")
for n, (b, s) in enumerate(zip(poles, strengths), 1):
    print(f"pole {n}: {b:.5f} eV, strength {s:.5f} eV^2")
print(f"uncoupled H_QQ levels = missed levels: {len(missed_levels)}")
print(f"lowest missed level: {missed_levels[0]:.5f} eV")
print("crossings (interval 1 lies below pole 1; branch 1 is the lower):")
for n, (energy, interval, k) in enumerate(roots):
    print(f"root {n + 1}: {energy:.5f} eV, interval {interval + 1}, "
          f"branch {k + 1}")
    print(f"  direct {levels[seen][n]:.5f} eV, slope {slopes[n]:.5f}, "
          f"wP {p_weights[seen][n]:.5f}")
print(f"largest root error: {max_error:.1e} eV")
print(f"ground state: {ground / HARTREE_EV:.6f} hartree")
print(f"Heff(ground) gg, uu: {heff_ground[0, 0]:.5f}, "
      f"{heff_ground[1, 1]:.5f} eV")
print(f"Heff(ground) gu: {heff_ground[0, 1]:.5f} eV")
print(f"second eigenvalue of Heff(ground): {second_at_ground:.5f} eV")
print(f"level of H nearest to it: {nearest_level:.5f} eV")
for n in range(5):
    print(f"iterate {n}: {iterates[n]:.7f} eV, error {errors[n]:.2e} eV")
print(f"error ratio, iterate 3 to 2: {error_ratio:.5f}")
offset = 0.01
left_values = part.branches(poles[0] - offset)
right_values = part.branches(poles[0] + offset)
print(f"branches {offset} eV below pole 1: {left_values[0]:.3f}, "
      f"{left_values[1]:.3f} eV")
print(f"branches {offset} eV above pole 1: {right_values[0]:.3f}, "
      f"{right_values[1]:.3f} eV")
print("all tests passed")
```

Printed output:

```
H-H distance: 1.50 angstrom
determinants: 16, in P: 2, in Q: 14
Hartree-Fock energy: -27.14328 eV
H_PP gg, uu: -27.14328, -15.45731 eV
H_PP gu: 3.84310 eV
H_PP eigenvalues: -28.29386, -14.30674 eV
smallest singular value of H_QP: 3.9661 eV
pole 1: 0.02882 eV, strength 12.48791 eV^2
pole 2: 13.47672 eV, strength 4.66577 eV^2
pole 3: 27.65574 eV, strength 1.22279 eV^2
pole 4: 39.61957 eV, strength 18.65455 eV^2
uncoupled H_QQ levels = missed levels: 10
lowest missed level: -26.06594 eV
crossings (interval 1 lies below pole 1; branch 1 is the lower):
root 1: -28.69026 eV, interval 1, branch 1
  direct -28.69026 eV, slope -0.01119, wP 0.98893
root 2: -15.00441 eV, interval 1, branch 2
  direct -15.00441 eV, slope -0.03227, wP 0.96874
root 3: 0.65228 eV, interval 2, branch 2
  direct 0.65228 eV, slope -29.31177, wP 0.03299
root 4: 13.59430 eV, interval 3, branch 2
  direct 13.59430 eV, slope -330.89937, wP 0.00301
root 5: 27.68350 eV, interval 4, branch 2
  direct 27.68350 eV, slope -1577.66795, wP 0.00063
root 6: 39.94485 eV, interval 5, branch 2
  direct 39.94485 eV, slope -174.62753, wP 0.00569
largest root error: 5.7e-14 eV
ground state: -1.054347 hartree
Heff(ground) gg, uu: -27.46940, -15.97147 eV
Heff(ground) gu: 3.94053 eV
second eigenvalue of Heff(ground): -14.75061 eV
level of H nearest to it: -15.00441 eV
iterate 0: -28.2938572 eV, error 3.96e-01 eV
iterate 1: -28.6947464 eV, error -4.49e-03 eV
iterate 2: -28.6902053 eV, error 5.03e-05 eV
iterate 3: -28.6902562 eV, error -5.62e-07 eV
iterate 4: -28.6902556 eV, error 6.29e-09 eV
error ratio, iterate 3 to 2: -0.01119
branches 0.01 eV below pole 1: -1270.379, -21.875 eV
branches 0.01 eV above pole 1: -21.954, 1227.282 eV
all tests passed
```
